The Shiba transformation and the two SU(2) symmetries of the Hubbard model

1. Definitions and conventions

There are L sites. The operator c_iσ removes an electron of spin σ = ↑, ↓ from site i, with

{c_iσ, c†_jτ} = δ_ij δ_στ,  {c_iσ, c_jτ} = 0.

The number operators are n_iσ = c†_iσ c_iσ and n_i = n_i↑ + n_i↓. N↑, N↓ and N = N↑ + N↓ denote the totals, both as operators and as their eigenvalues.

The lattice is bipartite: each site has a sign ε_i = ±1, and the hopping t_ij joins only sites of opposite sign. The hopping is real and symmetric, and t_ii = 0. The Hamiltonian is

H(U; μ, h) = K + U Σ_i (n_i↑ − ½)(n_i↓ − ½) − μ Σ_i (n_i − 1) − h Σ_i (n_i↑ − n_i↓),

K = −Σ_{ijσ} t_ij c†_iσ c_jσ,

where the sum runs over ordered pairs, so each bond appears in both directions. U > 0 is repulsive and U < 0 attractive.

Define also the bare Hamiltonian H_0(U) = K + U Σ_i n_i↑n_i↓. Expanding the product gives

H(U; 0, 0) = H_0(U) − (U/2) N + UL/4.  (1)

Hence H(U; μ, 0) equals H_0(U) − (μ + U/2) N up to a constant, so μ is measured from U/2; section 4 shows that μ = 0 gives half filling.

The spin generators are

S⁺ = Σ_i c†_i↑ c_i↓,  S⁻ = (S⁺)†,  S^z = ½ Σ_i (n_i↑ − n_i↓),

and the pseudospin generators are

η⁺ = Σ_i ε_i c†_i↑ c†_i↓,  η⁻ = (η⁺)†,  η^z = ½ Σ_i (n_i − 1).

The operator η⁺ adds an on-site pair with a sign that alternates between the sublattices.

The result is that a unitary W exists with

W c_i↑ W† = c_i↑,  W c_i↓ W† = ε_i c†_i↓,  (2)

W H(U; μ, h) W† = H(−U; h, μ),  (3)

W S^a W† = η^a,  W η^a W† = S^a  for a = +, −, z.  (4)

2. Construction of the unitary

Write c for c_i↓ at one site, and define

γ_i = c + c†  if ε_i = +1,
γ_i = i(c† − c)  if ε_i = −1 (the prefactor is the imaginary unit).

Both are Hermitian. Because cc = c†c† = 0, the square is γ_i² = cc† + c†c = 1 in both cases. For ε_i = +1,

γ_i c γ_i = (c + c†) c (c + c†) = c†c (c + c†) = c†cc† = c†(1 − c†c) = c†.

For ε_i = −1 the two imaginary prefactors give −1:

γ_i c γ_i = −(c† − c) c (c† − c) = −c†c (c† − c) = −c†cc† = −c†.

Thus γ_i c_i↓ γ_i = ε_i c†_i↓. Any annihilator f of another mode anticommutes with γ_i, so γ_i f γ_i = −f. To remove this sign, introduce the parity of all other modes,

Q_i = (−1)^(N − n_i↓).

Q_i commutes with c_i↓ and with γ_i, while Q_i f Q_i = −f. The product w_i = γ_i Q_i is therefore Hermitian with w_i² = 1, hence unitary, and

w_i c_i↓ w_i† = ε_i c†_i↓,  w_i f w_i† = γ_i(−f)γ_i = f.

Each w_i changes its own mode and no other, so W = Π_i w_i satisfies (2). Applying (2) twice gives c_i↓ → ε_i c†_i↓ → ε_i² c_i↓ = c_i↓: the action on operators is its own inverse.

In an occupation-number basis w_i flips one bit and multiplies by a phase. W is then a permutation with phases, and it can be applied to a vector without storing a matrix.

3. Transformation of the Hamiltonian

The up-spin hopping is unchanged. For the down spin, start with any Hermitian t with zero diagonal, so that each assumption shows its role:

W (−Σ_ij t_ij c†_i↓ c_j↓) W† = −Σ_ij t_ij ε_iε_j c_i↓ c†_j↓ = +Σ_ij t_ij ε_iε_j c†_j↓ c_i↓.

The last step uses i ≠ j, so the anticommutator leaves no constant. Exchanging the names i and j and using t_ji = t*_ij, the result is a hopping term −Σ_ij t'_ij c†_i↓ c_j↓ with

t'_ij = −ε_iε_j t*_ij.  (5)

For a real bond between sublattices, ε_iε_j = −1 and t'_ij = t_ij. One minus sign comes from reordering the fermions and the other from the sublattice factor. Without ε_i in (2), the down-spin hopping would change sign.

Equation (5) also shows what happens when the assumptions fail. A real bond within a sublattice changes sign for the down spin. A complex bond between sublattices is replaced by its conjugate, so the down spin sees reversed hopping phases. The transformation is still valid, but the new Hamiltonian in general has spin-dependent hopping and is not the original model with −U.

For the local terms,

W n_i↓ W† = ε_i² c_i↓ c†_i↓ = 1 − n_i↓.

It follows that

n_i↓ − ½ → −(n_i↓ − ½),
n_i − 1 → n_i↑ − n_i↓,
n_i↑ − n_i↓ → n_i − 1.

The first line reverses U, and the other two exchange μ and h. This proves (3). The replacements hold site by site, so a site-dependent potential μ_i becomes a site-dependent field h_i, and the reverse.

For the bare Hamiltonian, n_i↑n_i↓ → n_i↑ − n_i↑n_i↓, which gives

W H_0(U) W† = H_0(−U) + U N↑.  (6)

The term U N↑ must be kept when bare energies are compared.

4. What half filling means on each side

At μ = 0 the mean density is one for either sign of U and any h. To see this, follow W by the analogous transformation of the up spin, c_i↑ → ε_i c†_i↑. This second step reverses the interaction again and sends n_i↑ to 1 − n_i↑. Together the two steps send n_i − 1 to −(n_i − 1) and n_i↑ − n_i↓ to −(n_i↑ − n_i↓), so H(U; μ, h) becomes H(U; −μ, −h). Exchanging the names of the spins then restores h. At μ = 0 the Hamiltonian has returned to itself while n_i has become 2 − n_i. The thermal average therefore obeys ⟨n_i⟩ = 2 − ⟨n_i⟩, or ⟨n_i⟩ = 1.

At fixed particle number the statement is different. Since N↓ becomes L − N↓, a state in the sector (N↑, N↓) is carried to

(N↑, N↓) → (N↑, L − N↓).  (7)

A half-filled repulsive state has N↓ = L − N↑, so its image lies in (N↑, N↑). The image is unpolarized and contains 2N↑ = L + 2M electrons, where M = (N↑ − N↓)/2 is the original eigenvalue of S^z. The half-filled repulsive sectors of all magnetizations thus become the unpolarized attractive sectors of all even fillings. Both sides are half filled only at M = 0.

5. Exchange of the two SU(2) algebras

Inserting (2) into the generators gives

W S⁺ W† = Σ_i c†_i↑ ε_i c†_i↓ = η⁺,
W S^z W† = ½ Σ_i (n_i↑ + n_i↓ − 1) = η^z.

With W c†_i↓ W† = ε_i c_i↓, the reverse relations are

W η⁺ W† = Σ_i ε_i c†_i↑ ε_i c_i↓ = S⁺,
W η^z W† = ½ Σ_i (n_i↑ − n_i↓) = S^z.

The lowering operators follow by taking adjoints, which proves (4).

The spin algebra follows from the identity, for any modes p, q, r, s,

[c†_p c_q, c†_r c_s] = δ_qr c†_p c_s − δ_ps c†_r c_q.  (8)

It gives [S⁺, S⁻] = Σ_i (n_i↑ − n_i↓) = 2S^z. Since S⁺ turns one down spin up, [S^z, S⁺] = S⁺. Conjugation with W preserves commutators, so

[η⁺, η⁻] = 2η^z,  [η^z, η^±] = ±η^±.

The two algebras commute. S⁺ conserves N and η⁺ conserves N↑ − N↓, which settles the commutators containing a z component. For the rest, terms on different sites commute because they are bilinear. On one site, both orderings in [S⁺, η⁺] contain c†_i↑ twice, and both orderings in [S⁺, η⁻] contain c_i↓ twice, so every term vanishes. Adjoints give the remaining cases.

Next, H(U; 0, 0) conserves spin for either sign of U. By (8), the commutator of c†_i↑c_j↑ with S⁺ is c†_i↑c_j↓, and that of c†_i↓c_j↓ is −c†_i↑c_j↓. These cancel because both spins have the same hopping. The local operator c†_i↑c_i↓ connects two singly occupied states, on both of which (n_i↑ − ½)(n_i↓ − ½) = −¼, so it commutes with the interaction. S^z is conserved because N↑ and N↓ are. Therefore

[H(U; 0, 0), η^a] = W [H(−U; 0, 0), S^a] W† = 0.

The pseudospin symmetry of one model is the spin symmetry of the other.

The fields enter H as −2μη^z − 2hS^z, so

[H(U; μ, h), η⁺] = −2μ η⁺,  [H(U; μ, h), S⁺] = −2h S⁺.

A nonzero μ splits the pseudospin multiplets as a magnetic field splits spin multiplets. For the bare Hamiltonian, (1) and [N, η⁺] = 2η⁺ give

[H_0(U), η⁺] = U η⁺.

6. Translation of observables

If |ψ'⟩ = W|ψ⟩, then ⟨ψ|O|ψ⟩ = ⟨ψ'|W O W†|ψ'⟩. With S_i⁺ = c†_i↑c_i↓, S_i^z = ½(n_i↑ − n_i↓) and the pair creator P_i† = c†_i↑c†_i↓,

ε_i S_i⁺ → P_i†,  ε_i S_i^z → ½ ε_i (n_i − 1),  S_i⁺S_j⁻ → ε_iε_j P_i†P_j.  (9)

Transverse antiferromagnetic correlations become uniform on-site pairing correlations. Longitudinal ones become correlations of a charge-density wave. A spin rotation, which turns the first kind of antiferromagnetism into the second, corresponds to a pseudospin rotation that turns pairing into charge order. This rotation leaves the attractive Hamiltonian unchanged only at μ = 0, just as the spin rotation leaves the repulsive one unchanged only at h = 0.

Thermal averages translate in the same way, because W carries one Boltzmann operator into the other. In particular,

⟨n_i↑ − n_i↓⟩ in H(U; 0, h) = ⟨n_i − 1⟩ in H(−U; h, 0).  (10)

Magnetizing the half-filled repulsive model is equivalent to doping the attractive one.

7. Worked example: a four-site star

Site 0 is the centre with ε_0 = +1. Sites 1, 2 and 3 are leaves with ε = −1. Each leaf is joined to the centre by hopping t, and U = 4t. Exact diagonalization of H(±U; 0, 0) gives the following lowest energies by sector:

repulsive (3,1), attractive (3,3): −5.627 t
repulsive (2,2), attractive (2,2): −5.627 t
repulsive (1,3), attractive (1,1): −5.627 t
repulsive (2,1), attractive (2,3): −4.378 t

The level at −5.627 t is the ground level of the whole Fock space and is threefold degenerate in each model. On the repulsive side it is a spin triplet with four electrons: ⟨S²⟩ = 2 in its (2,2) member. On the attractive side it is a pseudospin triplet with two, four and six electrons, and the (2,2) member has ⟨η²⟩ = 2 and ⟨S²⟩ = 0.

The four-electron repulsive energy can therefore be found from two attractive electrons. For N = 2 and L = 4, equation (1) with −U adds (U/2)·2 − U·4/4 = 0 to the bare energy. Let |x y⟩ = c†_x↑c†_y↓|0⟩. In this basis every nonzero hopping element is −t, and hops connect all sixteen states. By the Perron–Frobenius theorem the lowest state is unique and can be chosen with all amplitudes positive. It is then symmetric under permutations of the leaves and under exchange of x and y. With |ℓ⟩ = (|1⟩ + |2⟩ + |3⟩)/√3, the states with these symmetries are spanned by

|a⟩ = |0 0⟩,
|b⟩ = (|0 ℓ⟩ + |ℓ 0⟩)/√2,
|d⟩ = (|1 1⟩ + |2 2⟩ + |3 3⟩)/√3,
|e⟩ = Σ_{x≠y} |x y⟩/√6, with x and y on leaves.

For one electron, hopping takes |0⟩ to −√3 t|ℓ⟩ and |ℓ⟩ to −√3 t|0⟩. Also |ℓ ℓ⟩ = |d⟩/√3 + √(2/3)|e⟩. Hence

K|a⟩ = −√3 t (|ℓ 0⟩ + |0 ℓ⟩) = −√6 t|b⟩,
K|b⟩ = −√6 t (|0 0⟩ + |ℓ ℓ⟩) = −√6 t|a⟩ − √2 t|d⟩ − 2t|e⟩.

The attraction contributes −U in |a⟩ and |d⟩. With amplitudes a, b, d and e, and K Hermitian, the eigenvalue equations are

(E + U) a = −√6 t b,
(E + U) d = −√2 t b,
E e = −2t b,
E b = −√6 t a − √2 t d − 2t e.

Positivity ensures b ≠ 0. Eliminating a, d and e and dividing by b gives

E = (6 + 2)t²/(E + U) + 4t²/E.

Multiplication by E(E + U) turns this into

E³ + U E² − 12t² E − 4U t² = 0.  (11)

For U = 4t the roots are −5.627 t, −1.059 t and 2.686 t. The lowest is the ground energy. By (1) with N = L = 4, the bare repulsive energy is E + 2U − U = E + U = −1.627 t.

At large U put E + U = x, with x small and E ≈ −U. The equation before (11) then gives −U ≈ 8t²/x, so x ≈ −8t²/U. This is the superexchange energy. On one bond, a singlet couples to each of the two doubly occupied states with strength √2 t, which lowers its energy by 2·2t²/U = 4t²/U; a triplet is blocked by the Pauli principle. At second order the star therefore has energy (4t²/U) Σ_l (S_0·S_l − ¼), with l over the leaves. The lowest multiplet has leaf spin 3/2 and total spin 1 (leaf spin 1/2 gives at best Σ_l S_0·S_l = −3/4, at total spin 0). For it,

Σ_l S_0·S_l = ½(2 − 15/4 − 3/4) = −5/4,

and the total is (4t²/U)(−5/4 − 3/4) = −8t²/U. At U = 40t diagonalization gives −0.1995 t, against −0.2000 t from this formula.

The double occupancy D = ⟨Σ_i n_i↑n_i↓⟩ follows from the derivative of the energy. For the repulsive state dE/dU = D − N/2 + L/4 = D − 1. Differentiating (11) gives

dE/dU = −(E² − 4t²)/(3E² + 2UE − 12t²) = −0.728,

so D = 0.272. Since n_i↑n_i↓ → n_i↑ − n_i↑n_i↓, the attractive (2,2) state has D = 2 − 0.272 = 1.728. The attractive pair has D = 1 − 0.272 = 0.728, because D is the same throughout the spin triplet.

Correlations in the two (2,2) ground states, again from diagonalization, are

repulsive ⟨S_i⁺S_j⁻⟩: centre–leaf −0.238, leaf–leaf +0.283
attractive ⟨P_i†P_j⟩: centre–leaf +0.238, leaf–leaf +0.283

The alternating spin pattern has become a pair pattern of one sign, as (9) requires.

At temperature k_B T = 0.5t and field h = 0.3t, averaging over the full spectrum gives the repulsive cluster a density of 1.000 and ⟨n_↑ − n_↓⟩ = 0.312 per site. The attractive cluster at μ = 0.3t and h = 0 has a density of 1.312 per site, in accordance with (10).

Now add a bond of strength t between leaves 1 and 2. Sites 0, 1 and 2 form a triangle, so no assignment of ε_i makes the cluster bipartite. The ground energies over all particle numbers are −6.119 t for H(U; 0, 0) and −6.421 t for H(−U; 0, 0). Unitarily equivalent Hamiltonians have equal spectra, so for this cluster no unitary, whether W or another, maps H(U; 0, 0) onto H(−U; 0, 0) at U = 4t.

8. Use in a calculation

To obtain repulsive results from an attractive calculation, reverse U, exchange μ and h, and choose the sector by (7). Here μ is the shifted chemical potential of section 1. In a code written as H_0 − μ_0 N, the half-filled repulsive model has μ_0 = U/2, and its attractive partner for a field h has μ_0 = h − U/2. Translate observables with (9), and add U N↑ if bare energies are used, as in (6). Before doing so, confirm that (5) returns the original hopping on every bond, after removing any hopping phases that a redefinition of the site operators can absorb. A real hopping within a sublattice, such as a next-nearest-neighbour term on the square lattice, fails this test. The rule also assumes that the interaction is purely on-site: by section 3 an intersite term V(n_i − 1)(n_j − 1) becomes 4V S_i^z S_j^z, which is not a density interaction of either sign.
